\section*{Koopmans' Ionisation Energies, Orbital Relaxation and Correlation in a Closed-Shell Precursor, part 2}

Koopmans' estimate replaces the vertical ionisation energy $I_k=E(N-1,k)-E(N)$, taken at the neutral geometry, by $-\epsilon_k$, with $\epsilon_k$ a Hartree--Fock orbital energy of the neutral molecule. This part asks what the estimate leaves out. The algebra uses atomic units.

The real, orthonormal spin-orbitals $i,j,k$ are occupied in the neutral molecule, $a,b$ are empty, and $p,q$ are either. The electronic Hamiltonian is $H$, and $h_{pq}$ are the integrals of its one-electron part $h$ (kinetic energy and nuclear attraction). The repulsion integrals are
\begin{align*}
\langle pq|rs\rangle&=\int\!\!\int\phi_p(x_1)\phi_q(x_2)\frac1{r_{12}}\phi_r(x_1)\phi_s(x_2)\,dx_1dx_2,\\
\langle pq||rs\rangle&=\langle pq|rs\rangle-\langle pq|sr\rangle .
\end{align*}
The Fock matrix, summed over the orbitals occupied in the determinant concerned, is
\begin{equation}
F_{pq}=h_{pq}+\sum_i\langle pi||qi\rangle .
\label{eq:fock}
\end{equation}
For the neutral canonical orbitals, $F_{pq}=\epsilon_p\delta_{pq}$.

The neutral determinant $\Phi_0$, a signed sum over permutations of the occupied labels with prefactor $1/\sqrt{N!}$, has energy $E_0$. In its repulsion energy, each of the $N(N-1)/2$ electron pairs contributes equally, and each ordered pair of labels occupies the first two positions in $(N-2)!$ permutations.

Removing an electron from $k$ with the other orbitals frozen costs $E_{\rm frozen}(k)-E_0=-\epsilon_k$. The rotation $\phi_j(\theta)=\cos\theta\,\phi_j+\sin\theta\,\phi_a$, for equal spins, changes any determinant's energy at the rate
\begin{equation}
\left.\frac{dE}{d\theta}\right|_0
=2\Bigl[h_{ja}+\sum_{i\ne j}\langle ji||ai\rangle\Bigr]=2F_{ja}.
\label{eq:slope}
\end{equation}

In a one-parameter model of the two-electron atom, the remaining orbital contracts after ionisation. This relaxation lowers the ionisation energy. Correlation raises it, because only the two-electron atom has correlation energy.

The example is water, with O--H lengths of 0.96~\AA\ and an angle of $104.5^\circ$. The basis is aug-cc-pVDZ on oxygen and cc-pVDZ on hydrogen, 33 functions in all. Ten electrons fill five spatial orbitals; orbital 1 is essentially the oxygen $1s$ core, and orbitals 2 and 4 have the same symmetry.

\subsection{Why the frozen ion is not stationary}

For a general molecule, remove $k$ from the sum in the Fock matrix. The ion has
\begin{equation}
F^{(k)}_{pq}=h_{pq}+\sum_{i\ne k}\langle pi||qi\rangle
=F_{pq}-\langle pk||qk\rangle .
\end{equation}
Take a remaining occupied $j\ne k$ and an empty $a$ of the same spin. The neutral element $F_{ja}$ is zero, so the frozen ion's energy has the slope
\begin{equation}
\left.\frac{dE}{d\theta}\right|_0=2F^{(k)}_{ja}=-2\langle jk||ak\rangle .
\label{eq:ionslope}
\end{equation}
If this is nonzero, a small rotation of suitable sign lowers the energy. The sign of the slope itself has no meaning, because it reverses when $\phi_a$ is replaced by $-\phi_a$. The field of the missing electron had been balanced in the neutral molecule; its removal leaves a net force on the other orbitals.

Spin decides whether exchange contributes. In terms of spatial orbitals,
\begin{equation}
\left.\frac{dE}{d\theta}\right|_0=
\begin{cases}
-2\langle jk|ak\rangle, & \text{spin of $j$ opposite to the hole},\\
-2\langle jk|ak\rangle+2\langle jk|ka\rangle, & \text{spin of $j$ equal to that of the hole}.
\end{cases}
\end{equation}
For water with the hole in orbital 5, orbital 4 was rotated into empty orbital 20, its most strongly coupled partner. Finite differences of the ion's energy gave 5.8361~eV/rad for the opposite spin and 5.6380~eV/rad for the equal spin. Both agree with the integrals to the printed digits. The difference, $-0.198$~eV/rad, is the exchange term.

The two slopes differ, so $\alpha$ and $\beta$ orbitals respond differently. Unrestricted Hartree--Fock allows this by giving each spin its own spatial orbitals. Let $E_{\rm UHF}(k)$ be its lowest energy with the number of electrons of each spin in each symmetry species fixed to that of the frozen ion. The frozen determinant belongs to this class, so
\begin{equation}
R_k=E_{\rm frozen}(k)-E_{\rm UHF}(k)\ge0 .
\end{equation}
One nonzero slope within the class makes the inequality strict. For water the rotation above stays within the class: a symmetry operation at most changes the sign of a non-degenerate hole orbital, and this orbital occurs twice in each integral, so the integrals vanish unless $j$ and $a$ have the same symmetry.

The condition on the class matters. Orbitals 2 and 4 have the same symmetry, and a free minimisation for that symmetry would be expected to lead to the ion with its hole in orbital 4. The definition therefore does not supply a relaxed state for orbital 2, and the calculation below is confined to orbitals 5, 4 and 3, each the highest occupied one of its symmetry.

\subsection{The decomposition}

Let the correlation energy of a state be its energy $E$ minus its Hartree--Fock energy, restricted for the neutral molecule and unrestricted for the ion. Starting from $I_k=E(N-1,k)-E(N)$, add and subtract three Hartree--Fock energies:
\begin{align}
I_k={}&\bigl[E_{\rm frozen}(k)-E_0\bigr]
-\bigl[E_{\rm frozen}(k)-E_{\rm UHF}(k)\bigr]\nonumber\\
&+\bigl[E(N-1,k)-E_{\rm UHF}(k)\bigr]-\bigl[E(N)-E_0\bigr].
\end{align}
The first bracket is $-\epsilon_k$ and the second is $R_k$. The last two are the correlation energies of ion and neutral, whose difference is called $\Delta C_k$. Thus
\begin{equation}
I_k=-\epsilon_k-R_k+\Delta C_k .
\label{eq:decomp}
\end{equation}
The error of Koopmans' estimate is $-\epsilon_k-I_k=R_k-\Delta C_k$. The estimate is good when the two terms are both small or nearly equal.

Equation~\eqref{eq:decomp} presupposes an ion state that can be recognised as a hole in orbital $k$. If the one-hole determinant is shared among several ion states, there is no single $I_k$ to compare with $-\epsilon_k$. The separation also depends on the kind of Hartree--Fock reference: a restricted ion would shift energy between $R_k$ and $\Delta C_k$ without changing $I_k$.

\subsection{Counting lost pairs}

The size of $\Delta C_k$ can be estimated from second-order perturbation theory. Let $H_0$ be the sum of one-electron Fock operators and write $H=H_0+\lambda V$, with $\lambda=1$ at the end. Expand the state as $\Phi_0+\lambda\sum_D t_D\Phi_D+\dots$, where the $\Phi_D$ are excited determinants and $\Delta_D$ is their excess in $H_0$. Projection of the first-order Schr\"odinger equation on $\Phi_D$ gives
\begin{equation}
\Delta_D t_D+\langle\Phi_D|V|\Phi_0\rangle=0 .
\end{equation}
Projection of the second-order equation on $\Phi_0$ then gives
\begin{equation}
E^{(2)}=\sum_D\langle\Phi_0|V|\Phi_D\rangle t_D
=-\sum_D\frac{\langle\Phi_D|V|\Phi_0\rangle^2}{\Delta_D}.
\end{equation}
The zeroth and first orders add up to $\langle\Phi_0|H|\Phi_0\rangle=E_0$, so $E^{(2)}$ is the leading correlation energy. Since $H_0$ is diagonal in these determinants, $V$ may be replaced by $H$ in the couplings.

Single excitations drop out. Under the rotation of $j$ into $a$, the derivative of $\Phi_0$ is the singly excited determinant $\Phi_j^a$, so $dE/d\theta=2\langle\Phi_j^a|H|\Phi_0\rangle$. This equals $2F_{ja}=0$. Excitations of three or more electrons drop out because $H$ acts on at most two electrons at a time.

For a double excitation $i,j\to a,b$ the permutation count is that of the determinant energy. The $N(N-1)/2$ electron pairs and the factor $(N-2)!/N!$ combine to $\frac12$. The two ways of placing $i$ and $j$ on the chosen electrons cancel it, leaving $\langle ij||ab\rangle$ up to a sign that disappears on squaring. Therefore
\begin{equation}
E^{(2)}=\sum_{i<j}e_{ij},\qquad
e_{ij}=\sum_{a<b}\frac{\langle ij||ab\rangle^2}{\epsilon_i+\epsilon_j-\epsilon_a-\epsilon_b}.
\end{equation}
When the empty levels lie above the occupied ones, each denominator is negative and so $e_{ij}\le0$.

An electron removed from $k$ takes its pairs with it. Their contribution to the ionisation energy is
\begin{equation}
L_k=-\sum_{j\ne k}e_{kj}\ge0 .
\end{equation}
This is an estimate of size, not a formula for $\Delta C_k$. The remaining pairs live in changed orbitals, and the hole is a new place into which electrons can be excited. That second effect can lower the ion's energy and works against $L_k$. For this reason the sign of $\Delta C_k$ is not fixed by the argument, except in the two-electron limit, where no pair remains.

A sum rule checks the counting. Each pair belongs to two spin-orbitals, so $\sum_kL_k=-2E^{(2)}$ over spin-orbitals. In a closed shell the two spins contribute equally, and the sum over spatial orbitals is $-E^{(2)}$. For the valence electrons of water, $E^{(2)}=-5.936$~eV, while $L_5$, $L_4$ and $L_3$ are 1.626, 1.655 and 1.708~eV. Orbital 2 must supply the rest,
\begin{equation}
L_2=5.936-1.626-1.655-1.708\approx0.95\ {\rm eV}.
\end{equation}

\subsection{Three bands of water}

The correlated energies come from CCSD(T): coupled cluster with single and double excitations and a perturbative treatment of triples. The oxygen $1s$ core is left uncorrelated, so $\Delta C_k$ refers to valence correlation. The results in eV are as follows.
\begin{center}
\begin{tabular}{lcccc}
hole & $-\epsilon_k$ & $R_k$ & $\Delta C_k$ & $I_k$\\
5, $B_1$ & 13.842 & 2.826 & 1.485 & 12.501\\
4, $A_1$ & 15.906 & 2.600 & 1.474 & 14.779\\
3, $B_2$ & 19.514 & 1.987 & 1.431 & 18.959
\end{tabular}
\end{center}
Orbital 5 vanishes in the molecular plane, as was tested at points of that plane; it is the oxygen lone pair perpendicular to it. For this first band,
\begin{equation}
13.842-2.826+1.485=12.501\ {\rm eV}.
\end{equation}
Each row closes by definition, apart from rounding by 0.001~eV in the other two. The information lies in the separate sizes.

Relative to CCSD(T), Koopmans' estimate is too high by 1.341, 1.127 and 0.556~eV, or about 11, 8 and 3 per cent. In each band relaxation outweighs the correlation change. In this basis the lost-pair estimates exceed $\Delta C_k$ by between 0.1 and 0.3~eV, and $L_k$ rises from the first band to the third while $\Delta C_k$ falls slightly. They have the right size, and no more should be read from them. $L_k$ is a second-order quantity and $\Delta C_k$ comes from CCSD(T), so their difference mixes the effects of the hole and of the changed orbitals with the change of method; it does not measure either effect, and both it and the trend of $L_k$ depend on the basis.

Including relaxation without correlation does not improve the absolute values. The relaxed Hartree--Fock difference for the first band is 11.016~eV, which is 1.485~eV too low, a larger error than that of the frozen estimate. The same holds for the other two bands, because there too $\Delta C_k$ exceeds $R_k-\Delta C_k$.

The spacings behave differently. Between the first two bands the frozen, relaxed and CCSD(T) values are 2.06, 2.29 and 2.28~eV; between the second and third they are 3.61, 4.22 and 4.18~eV. The relaxed calculation gives good spacings because $\Delta C_k$ is nearly the same for all three holes and cancels. The frozen estimate compresses the pattern because $R_k$ varies by more than 0.8~eV. For these bands it still gives the right order, which is what a first assignment needs.

\subsection{What relaxation does to the electrons}

In the two-electron atom the remaining orbital contracted. The corresponding measure for water is the sum of $r^2$ about the oxygen nucleus over the nine remaining electrons. With the hole in orbital 5 it falls from 4.839~\AA$^2$ in the frozen ion to 4.022~\AA$^2$ in the relaxed one, a decrease of 17 per cent. The other electrons move inwards, as reduced screening suggests.

The state keeps its identity. The overlap of the frozen and relaxed determinants is 0.969, so the frozen one carries a weight of $0.969^2\approx0.94$ in the relaxed one. For the other two bands the overlap is slightly larger. The unrestricted ions have $\langle S^2\rangle$ between 0.754 and 0.757, close to the value $\frac12(\frac12+1)=0.75$ of a pure doublet. A modest change of the wavefunction thus accompanies an energy change of nearly 3~eV.

\subsection{How far the reference can be trusted}

A second calculation reaches the ionisation energies without optimising any ion. Equation-of-motion CCSD starts from the correlated neutral molecule and describes the ion by removing one electron, or by removing two and adding one to an empty orbital. The second kind of term lets the other electrons respond. It gives 12.355, 14.637 and 18.864~eV, below CCSD(T) by 0.15, 0.14 and 0.10~eV. These differences are much smaller than $R_k$ and $\Delta C_k$, so the signs and rough sizes of both terms do not hinge on the choice between the two methods.

Full configuration interaction includes all excitations within a chosen set of orbitals. It was applied to the first band in a much smaller basis, 6-31G on oxygen and STO-3G on hydrogen, with the core frozen. It gives 12.378~eV, against 12.372~eV from CCSD(T). The approximate treatment of higher excitations is thus harmless in that small space. This does not measure the error of the larger basis.

The values of $I_k$ in the table remain computed references. They leave out core correlation, part of the higher excitations, the functions missing from the basis, relativity and nuclear vibration. A measured band also has vibrational structure, and its onset need not coincide with the vertical energy. The numerical output lists the values used here.

The frozen-orbital identity holds for any closed-shell molecule treated by Hartree--Fock theory, but its use as an ionisation energy has conditions. The neutral molecule must be reasonably described by one determinant and the ion by one hole. The error of each value is $R_k-\Delta C_k$, but an error common to all bands does not affect their order. For an assignment by order, it is enough that the change of $R_k-\Delta C_k$ between neighbouring bands is smaller in size than their spacing. In water these changes are 0.2 and 0.6~eV, against CCSD(T) spacings of 2.3 and 4.2~eV, so the order survives. In a precursor whose bands lie closer together than the variation of $R_k-\Delta C_k$ from one orbital to the next, the order of the orbital energies would not settle the assignment.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Water, basis O aug-cc-pvdz, H cc-pvdz; functions: 33
O-H length 0.96 angstrom, angle 104.5 deg
Neutral HF energy: -2069.175 eV
Orbital, -eps (eV), explicit frozen-ion cost (eV):
  1 A1: 559.9323  559.9323
  2 A1: 36.8580  36.8580
  3 B2: 19.5142  19.5142
  4 A1: 15.9057  15.9057
  5 B1: 13.8415  13.8415
Mixed hole, orbitals 2 and 4, 30 deg: 31.6200 eV
  weighted mean of -eps: 31.6200 eV
Frozen-ion slope, orbital 4 into 20 (eV/rad):
  spin opposite to hole: numerical 5.8361, formula 5.8361
  spin of hole: numerical 5.6380, formula 5.6380
Neutral valence correlation, CCSD(T): -6.283 eV
Neutral valence correlation, MP2: -5.936 eV
Band 1, hole in orbital 5 B1 (eV):
  Koopmans 13.842, relaxed HF difference 11.016
  relaxation R 2.826, correlation change dC 1.485
  I CCSD(T) 12.501, I EOM-CCSD 12.355
  Koopmans minus CCSD(T) 1.341, lost MP2 pairs 1.626
  frozen-relaxed overlap 0.9690, <S^2> 0.7566 (no unit)
  sum of r^2 about O: frozen 4.839, relaxed 4.022 angstrom^2
Band 2, hole in orbital 4 A1 (eV):
  Koopmans 15.906, relaxed HF difference 13.305
  relaxation R 2.600, correlation change dC 1.474
  I CCSD(T) 14.779, I EOM-CCSD 14.637
  Koopmans minus CCSD(T) 1.127, lost MP2 pairs 1.655
  frozen-relaxed overlap 0.9700, <S^2> 0.7544 (no unit)
Band 3, hole in orbital 3 B2 (eV):
  Koopmans 19.514, relaxed HF difference 17.528
  relaxation R 1.987, correlation change dC 1.431
  I CCSD(T) 18.959, I EOM-CCSD 18.864
  Koopmans minus CCSD(T) 0.556, lost MP2 pairs 1.708
  frozen-relaxed overlap 0.9773, <S^2> 0.7550 (no unit)
First band, basis O 6-31g, H sto-3g, 10 active orbitals (eV):
  full CI 12.3781, CCSD(T) 12.3715
\end{verbatim}
